**Invariants of vectors under rotations and reflections, and their relations**

For vectors \(x_i\) in three dimensions, with \(s_{ij}=x_i\cdot x_j\) and \(t_{ijk}=x_i\cdot(x_j\times x_k)\), the O(3)-invariant polynomials are polynomials in \(s_{ij}\), and SO(3) adds terms linear in \(t_{ijk}\). For selected multidegrees, the program asserts that the exact rank of the evaluated monomials equals the number of invariants found by averaging over the rotation group. It also asserts that the number of relations equals the dimension spanned by \(4\times4\) minors of the Gram matrix or, with one triple product, by the exchange relation. Further assertions cover the highest elements used in the proof, the adjoint of the mixing operators, and identities for round vectors and their mirror images. The output shows that mixed minors are needed from five vectors on: multidegree (2,2,2,1,1) has one relation, and none comes from the Gram determinant of a single quadruple. For H\(_3^+\), treated by full configuration interaction in the cc-pVDZ basis, a cubic polynomial in three dot products predicts unseen energies with a root-mean-square error of 0.0005 eV. Without \(u\cdot v\), the dot product of the two edge vectors, the error is 0.022 eV, of the same size as the 0.019 eV scatter of the energies themselves.

## Verification by program

```python
"""Invariant polynomials of vectors x_1..x_n in three dimensions.
Result under test:
  O(3) invariants are polynomials in the dot products s_ij = x_i.x_j;
  SO(3) adds the triple products t_ijk = x_i.(x_j x x_k), at most linearly;
  all relations among the s_ij come from 4x4 minors of the Gram matrix;
  relations linear in t come from the exchange relation
    t_jkl s_ic - t_ikl s_jc + t_ijl s_kc - t_ijk s_lc = 0.
A multidegree m lists the degree of a polynomial in each vector.
Worked example: round vectors, and the energy of H3+ (two-electron full CI).
"""
from functools import lru_cache
from itertools import combinations, permutations, product
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto

rng = np.random.default_rng(7)
PRIME = 2**31 - 1


def rank_mod(matrix):
    """Exact rank over the integers modulo a large prime."""
    a = np.array(matrix, dtype=np.int64) % PRIME
    if a.size == 0:
        return 0
    r = 0
    for c in range(a.shape[1]):
        nonzero = np.nonzero(a[r:, c])[0]
        if len(nonzero) == 0:
            continue
        k = r + nonzero[0]
        a[[r, k]] = a[[k, r]]
        a[r] = a[r] * pow(int(a[r, c]), -1, PRIME) % PRIME
        a[r+1:] = (a[r+1:] - a[r+1:, c:c+1] * a[r] % PRIME) % PRIME
        r += 1
        if r == a.shape[0]:
            break
    return r


def haar_count(m):
    """Number of SO(3) invariants of multidegree m, by group averaging."""
    npts = 2 * sum(m) + 8
    theta = 2 * np.pi * np.arange(npts) / npts
    value = 1 - np.cos(theta)
    for d in m:
        value = value * sum(np.cos((b - c) * theta)
                            for b in range(d + 1) for c in range(d + 1 - b))
    count = value.mean()
    assert abs(count - round(count)) < 1e-6
    return int(round(count))


def lower(m, labels):
    """Multidegree left after removing labels, or None if impossible."""
    left = list(m)
    for i in labels:
        left[i] -= 1
    return tuple(left) if min(left) >= 0 else None


@lru_cache(maxsize=None)
def dot_monomials(m):
    if sum(m) == 0:
        return ((),)
    i = next(k for k, d in enumerate(m) if d)
    found = set()
    for j in range(i, len(m)):
        left = lower(m, (i, j))
        if left is not None:
            for rest in dot_monomials(left):
                found.add(tuple(sorted(rest + ((i, j),))))
    return tuple(sorted(found))


def triple_monomials(m):
    result = []
    for tri in combinations(range(len(m)), 3):
        left = lower(m, tri)
        if left is not None:
            result += [(tri, mono) for mono in dot_monomials(left)]
    return result


def triple_int(x, tri):
    a, b, c = ([int(z) for z in x[i]] for i in tri)
    return (a[0] * (b[1]*c[2] - b[2]*c[1]) - a[1] * (b[0]*c[2] - b[2]*c[0])
            + a[2] * (b[0]*c[1] - b[1]*c[0]))


def evaluated_rank(m, keys, with_triple):
    """Number of independent functions among the listed monomials."""
    rows = []
    for _ in range(len(keys) + 10):
        x = rng.integers(-1000, 1001, size=(len(m), 3))
        gram = x @ x.T
        row = []
        for key in keys:
            tri, mono = key if with_triple else (None, key)
            value = triple_int(x, tri) % PRIME if with_triple else 1
            for i, j in mono:
                value = value * int(gram[i, j]) % PRIME
            row.append(value)
        rows.append(row)
    return rank_mod(rows)


def perm_sign(p):
    return (-1) ** sum(p[i] > p[j] for i in range(len(p))
                       for j in range(i + 1, len(p)))


def minor_span(m, keys, only_principal=False):
    """Dimension of the span of (4x4 minor) x (monomial), s_ij being free."""
    index = {k: i for i, k in enumerate(keys)}
    rows = []
    quads = list(combinations(range(len(m)), 4))
    for R in quads:
        for C in quads:
            if C < R or (only_principal and C != R):
                continue
            left = lower(m, R + C)
            if left is None:
                continue
            for rest in dot_monomials(left):
                row = np.zeros(len(keys), dtype=np.int64)
                for p in permutations(range(4)):
                    pairs = tuple(tuple(sorted((R[k], C[p[k]])))
                                  for k in range(4))
                    row[index[tuple(sorted(rest + pairs))]] += perm_sign(p)
                rows.append(row)
    return rank_mod(rows) if rows else 0


def exchange_span(m, keys):
    """Dimension of the span of (exchange relation) x (monomial)."""
    index = {k: i for i, k in enumerate(keys)}
    rows = []
    for quad in combinations(range(len(m)), 4):
        for c in range(len(m)):
            left = lower(m, quad + (c,))
            if left is None:
                continue
            for rest in dot_monomials(left):
                row = np.zeros(len(keys), dtype=np.int64)
                for k, i in enumerate(quad):
                    tri = quad[:k] + quad[k+1:]
                    mono = tuple(sorted(rest + (tuple(sorted((i, c))),)))
                    row[index[(tri, mono)]] += (-1) ** k
                rows.append(row)
    return rank_mod(rows) if rows else 0


print("even degree: multidegree, monomials, independent, relations,"
      " from principal minors only")
for m in [(2, 2, 2), (2, 2, 2, 2), (2, 2, 2, 1, 1), (2, 2, 2, 2, 2),
          (1,) * 8]:
    keys = dot_monomials(m)
    independent = evaluated_rank(m, keys, False)
    assert independent == haar_count(m)
    relations = len(keys) - independent
    assert relations == minor_span(m, keys)
    principal = minor_span(m, keys, True)
    print(" ", m, len(keys), independent, relations, principal)
    if m == (2, 2, 2, 1, 1):
        assert relations > principal

print("odd degree: multidegree, monomials, independent, relations")
for m in [(1, 1, 1), (2, 1, 1, 1), (2, 2, 2, 2, 1), (3, 2, 2, 1, 1),
          (1,) * 7]:
    keys = triple_monomials(m)
    independent = evaluated_rank(m, keys, True)
    assert independent == haar_count(m)
    relations = len(keys) - independent
    assert relations == exchange_span(m, keys)
    print(" ", m, len(keys), independent, relations)


# Highest elements: killed by rotations and by D_ij = x_i.d/dx_j for i<j.
def exponents(m):
    single = [[(a, b, d - a - b) for a in range(d + 1)
               for b in range(d + 1 - a)] for d in m]
    return [sum(choice, ()) for choice in product(*single)]


def operator(source, terms, target=None):
    """Matrix of sum coef * x_create * d/dx_destroy on monomials."""
    target = {} if target is None else {e: i for i, e in enumerate(target)}
    entries = []
    for col, e in enumerate(source):
        for coef, create, destroy in terms:
            if e[destroy]:
                f = list(e)
                f[destroy] -= 1
                f[create] += 1
                row = target.setdefault(tuple(f), len(target))
                entries.append((row, col, coef * e[destroy]))
    matrix = np.zeros((len(target), len(source)))
    for row, col, value in entries:
        matrix[row, col] += value
    return matrix


def polar(i, j):
    return [(1, 3*i + a, 3*j + a) for a in range(3)]


def highest(m):
    source = exponents(m)
    n = len(m)
    normal = np.zeros((len(source), len(source)))
    conditions = [polar(i, i + 1) for i in range(n - 1)]
    for a, b in [(0, 1), (1, 2), (2, 0)]:
        conditions.append([t for i in range(n) for t in
                           ((1, 3*i + a, 3*i + b), (-1, 3*i + b, 3*i + a))])
    for terms in conditions:
        mat = operator(source, terms)
        normal += mat.T @ mat
    w, v = np.linalg.eigh(normal)
    return int(np.sum(w < 1e-9 * max(1.0, w[-1]))), source, v[:, 0]


print("highest elements: multidegree, number found")
for m in [(4, 2, 0), (2, 2, 2), (4, 2, 2), (3, 1, 1), (3, 3, 1),
          (2, 4, 0), (3, 1, 0), (3, 2, 1), (2, 1, 1, 1), (2, 2, 1, 1)]:
    number, source, vector = highest(m)
    allowed = (m[0] >= m[1] >= m[2] and len({d % 2 for d in m[:3]}) == 1
               and sum(m[3:]) == 0)
    assert number == int(allowed)
    print(" ", m, number)
    if allowed:
        found, formula = [], []
        for _ in range(8):
            x = rng.normal(size=(3, 3))
            found.append(np.prod(x.ravel() ** np.array(source), axis=1)
                         @ vector)
            g = x @ x.T
            formula.append(g[0, 0] ** ((m[0] - m[1]) // 2)
                           * np.linalg.det(g[:2, :2]) ** ((m[1] - m[2]) // 2)
                           * np.linalg.det(x) ** m[2])
        found, formula = np.array(found), np.array(formula)
        scale = found @ formula / (formula @ formula)
        assert np.linalg.norm(found - scale * formula) \
            < 1e-7 * np.linalg.norm(found)

# Adjoint of D_12 is D_21 when <p,q> = p(d/dx) q at the origin.
low, high = exponents((2, 3, 1)), exponents((3, 2, 1))
weight = [np.array([np.prod([float(factorial(k)) for k in e]) for e in s])
          for s in (low, high)]
up = operator(low, polar(0, 1), high)
down = operator(high, polar(1, 0), low)
assert np.allclose(weight[1][:, None] * up, (weight[0][:, None] * down).T)

# Round vectors in angstrom.
vec = np.array([[1, 0, 0], [1, 2, 0], [0, 1, 3], [1, -1, 2], [2, 1, 1]],
               dtype=float)
mirror = vec * np.array([1, 1, -1])
gram = vec @ vec.T
det = np.linalg.det
assert np.allclose(gram, mirror @ mirror.T)
assert np.isclose(det(vec[:3]), -det(mirror[:3]))
assert np.isclose(det(vec[:3]) * det(vec[[1, 3, 4]]),
                  det(vec[:3] @ vec[[1, 3, 4]].T))
assert abs(det(gram[:4, :4])) < 1e-9
assert abs(det(gram[np.ix_([0, 1, 2, 3], [0, 1, 2, 4])])) < 1e-9
print("vectors a,b,c,d,e (angstrom):", vec.astype(int).tolist())
print("Gram matrix of a,b,c,d (angstrom^2):",
      np.rint(gram[:4, :4]).astype(int).tolist())
print(f"[abc] and mirror image (angstrom^3): {det(vec[:3]):.3f}"
      f" {det(mirror[:3]):.3f}")
print(f"Gram determinant of a,b,c (angstrom^6): {det(gram[:3, :3]):.3f}")


def gram_det(s):
    g = gram[:4, :4].copy()
    g[2, 3] = g[3, 2] = s
    return det(g)


trial = np.array([-1.0, 0.0, 1.0])
quadratic = np.polyfit(trial, [gram_det(s) for s in trial], 2)
roots = np.sort(np.roots(quadratic).real)
assert np.allclose(roots, np.sort([vec[2] @ vec[3], mirror[2] @ vec[3]]))
print("Gram determinant as quadratic in s=c.d, coefficients of s^2,s,1:",
      " ".join(f"{q:.3f}" for q in quadratic))
print(f"roots for c.d (angstrom^2): {roots[0]:.3f} {roots[1]:.3f}")
terms = [(-1)**k * det(np.delete(vec[:4], k, axis=0)) * (vec[k] @ vec[4])
         for k in range(4)]
assert abs(sum(terms)) < 1e-9
print("exchange relation terms (angstrom^5):",
      " ".join(f"{t:.3f}" for t in terms))

# H3+: protons at 0, u, v; two electrons treated by full CI in cc-pVDZ.
HARTREE = physical_constants["Hartree energy in eV"][0]


def energy(u, v):
    mol = gto.M(atom=[["H", (0.0, 0.0, 0.0)], ["H", tuple(map(float, u))],
                      ["H", tuple(map(float, v))]],
                basis="cc-pvdz", charge=1, spin=0, unit="Angstrom", verbose=0)
    w, c = np.linalg.eigh(mol.intor("int1e_ovlp"))
    x = (c / np.sqrt(w)) @ c.T
    h = x @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    n = len(h)
    eri = mol.intor("int2e").reshape(n, n, n, n)
    for _ in range(4):
        eri = np.tensordot(eri, x, axes=(0, 0))
    ham = (np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
           + eri.transpose(0, 2, 1, 3).reshape(n*n, n*n))
    low_e = eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0]
    return (low_e + mol.energy_nuc()) * HARTREE


def triangle(a):
    return np.array([[a, 0, 0], [a / 2, a * np.sqrt(3) / 2, 0]])


best = minimize_scalar(lambda a: energy(*triangle(a)), bounds=(0.7, 1.1),
                       method="bounded", options={"xatol": 1e-5})
side, e_min = best.x, best.fun
print(f"H3+ equilateral side (angstrom): {side:.4f}")
print(f"H3+ energy at that side (eV): {e_min:.4f}")


def random_orthogonal():
    q, r = np.linalg.qr(rng.normal(size=(3, 3)))
    return q * np.sign(np.diag(r))


spread, n_train, n_test = 0.06, 60, 20
geoms, energies = [], []
for _ in range(n_train + n_test):
    uv = triangle(side) + rng.uniform(-spread, spread, size=(2, 3))
    uv = uv @ random_orthogonal().T
    geoms.append(uv)
    energies.append(energy(*uv) - e_min)
energies = np.array(energies)


def features(uv, use_cross=True):
    u, v = uv
    q = [u @ u / side**2 - 1, v @ v / side**2 - 1]
    if use_cross:
        q.append(u @ v / side**2 - 0.5)
    return [np.prod([q[i]**p for i, p in enumerate(powers)])
            for powers in product(range(4), repeat=len(q))
            if sum(powers) <= 3]


def fit(use_cross):
    design = np.array([features(g, use_cross) for g in geoms])
    coef = np.linalg.lstsq(design[:n_train], energies[:n_train],
                           rcond=None)[0]
    error = design[n_train:] @ coef - energies[n_train:]
    return coef, np.sqrt(np.mean(error**2))


coef, rms = fit(True)
coef_missing, rms_missing = fit(False)
assert rms < 0.1 * rms_missing
assert rms < 0.1 * np.std(energies[n_train:])
print(f"largest displacement per coordinate (angstrom): {spread:.2f}")
print("training and test geometries:", n_train, n_test)
print("coefficients with and without u.v:", len(coef), len(coef_missing))
print(f"spread of test energies, std (eV): {np.std(energies[n_train:]):.5f}")
print(f"test rms error, all three dot products (eV): {rms:.6f}")
print(f"test rms error, u.v left out (eV): {rms_missing:.6f}")

sample = np.array([[0.9, 0.0, 0.0], [0.4, 0.8, 0.0]])
turn = random_orthogonal()
if det(turn) > 0:
    turn = -turn
e_sample = energy(*sample)
e_turned = energy(*(sample @ turn.T))
assert abs(e_sample - e_turned) < 1e-6
u, v = sample
print("sample u, v (angstrom):", sample.tolist())
print(f"u.u, v.v, u.v (angstrom^2): {u @ u:.4f} {v @ v:.4f} {u @ v:.4f}")
print(f"sample energy above minimum (eV): {e_sample - e_min:.6f}")
print(f"same, after improper rotation (eV): {e_turned - e_min:.6f}")
print(f"same, from fitted polynomial (eV): {np.dot(features(sample), coef):.6f}")
print("tests ok")
```

Running it gives:

```
even degree: multidegree, monomials, independent, relations, from principal minors only
  (2, 2, 2) 5 5 0 0
  (2, 2, 2, 2) 17 16 1 1
  (2, 2, 2, 1, 1) 23 22 1 0
  (2, 2, 2, 2, 2) 73 62 11 5
  (1, 1, 1, 1, 1, 1, 1, 1) 105 91 14 0
odd degree: multidegree, monomials, independent, relations
  (1, 1, 1) 1 1 0
  (2, 1, 1, 1) 4 3 1
  (2, 2, 2, 2, 1) 72 30 42
  (3, 2, 2, 1, 1) 52 24 28
  (1, 1, 1, 1, 1, 1, 1) 105 36 69
highest elements: multidegree, number found
  (4, 2, 0) 1
  (2, 2, 2) 1
  (4, 2, 2) 1
  (3, 1, 1) 1
  (3, 3, 1) 1
  (2, 4, 0) 0
  (3, 1, 0) 0
  (3, 2, 1) 0
  (2, 1, 1, 1) 0
  (2, 2, 1, 1) 0
vectors a,b,c,d,e (angstrom): [[1, 0, 0], [1, 2, 0], [0, 1, 3], [1, -1, 2], [2, 1, 1]]
Gram matrix of a,b,c,d (angstrom^2): [[1, 1, 0, 1], [1, 5, 2, -1], [0, 2, 10, 5], [1, -1, 5, 6]]
[abc] and mirror image (angstrom^3): 6.000 -6.000
Gram determinant of a,b,c (angstrom^6): 36.000
Gram determinant as quadratic in s=c.d, coefficients of s^2,s,1: -4.000 -8.000 140.000
roots for c.d (angstrom^2): -7.000 5.000
exchange relation terms (angstrom^5): 22.000 -20.000 16.000 -18.000
H3+ equilateral side (angstrom): 0.9007
H3+ energy at that side (eV): -36.2499
largest displacement per coordinate (angstrom): 0.06
training and test geometries: 60 20
coefficients with and without u.v: 20 10
spread of test energies, std (eV): 0.01936
test rms error, all three dot products (eV): 0.000455
test rms error, u.v left out (eV): 0.022485
sample u, v (angstrom): [[0.9, 0.0, 0.0], [0.4, 0.8, 0.0]]
u.u, v.v, u.v (angstrom^2): 0.8100 0.8000 0.3600
sample energy above minimum (eV): 0.014747
same, after improper rotation (eV): 0.014747
same, from fitted polynomial (eV): 0.014623
tests ok
```
